# Why Talbot averaging shrinks a square lattice but not a hexagonal one

**Q.** I expose resist through a periodic hole mask and sweep the mask–wafer gap during the exposure. A square mask prints a lattice tighter by $\sqrt2$. A hexagonal mask prints its own period. The sweep is the same kind of operation in both cases, so where does the difference come from? Please start with what reaches the resist.

**A.** Take a thin mask of identical circular holes on a lattice of period $p$, lit at normal incidence by a plane wave of wavelength $\lambda$, with $k=2\pi/\lambda$. I treat the field as a scalar first and return to polarization later. Intensities are relative to the incident one, and "period" means the length of the shortest translation that leaves the dose unchanged.

The mask splits the light into orders with transverse wavevectors $\mathbf G$, the reciprocal vectors of its lattice. An order propagates if $|\mathbf G|<k$. Suppose that only the zero order and the shortest ring of vectors $\mathbf G_j$, all of length $G$, do so:

- Square: $G=2\pi/p$, four orders, and the next ring has length $\sqrt2\,G$. The conditions $G<k<\sqrt2\,G$ give $\lambda<p<\sqrt2\,\lambda$.
- Hexagonal: $G=4\pi/(\sqrt3\,p)$, six orders, and the next ring has length $\sqrt3\,G$. The conditions $G<k<\sqrt3\,G$ give $2\lambda/\sqrt3<p<2\lambda$.

All first orders have the same amplitude $a_1$, by the symmetry of the mask, and the same axial wavenumber $q=\sqrt{k^2-G^2}$, because they have the same $G$. At gap $z$ the field is therefore

$$E=a_0e^{ikz}+a_1e^{iqz}S(\mathbf r),\qquad S(\mathbf r)=\sum_j e^{i\mathbf G_j\cdot\mathbf r}.$$

The vectors come in pairs $\pm\mathbf G$, so $S$ is real. For circular holes centred on the lattice points $a_0$ and $a_1$ are real too.

**Q.** What does the sweep remove?

**A.** Square the field:

$$|E|^2=a_0^2+a_1^2S^2+2a_0a_1S\cos[(k-q)z].$$

Only the last term depends on $z$. Its cosine repeats after the beat length

$$z_T=\frac{2\pi}{k-q}=\frac{\lambda}{1-\cos\theta},\qquad \cos\theta=\frac qk,$$

where $\theta$ is the first-order diffraction angle in air. A uniform sweep over one $z_T$ averages the cosine to zero from any starting gap, and the dose is

$$D(\mathbf r)=a_0^2+a_1^2S(\mathbf r)^2 .$$

The zero order survives as a uniform background. What is lost is its interference with the first orders, which was the only place where the sign of $S$ could be seen. The first orders still interfere with one another, because their common factor $e^{iqz}$ cancels in $|S|^2$.

**Q.** So the square lattice shrinks because the sign of $S$ is lost?

**A.** Yes, and its $S$ is of a kind for which that matters. With $g=2\pi/p$,

$$S=2\cos gx+2\cos gy=4\cos\frac{\pi(x+y)}p\,\cos\frac{\pi(x-y)}p ,$$

by the sum-to-product rule. Now shift by $\mathbf t=(p/2,p/2)$. Each of $gx$ and $gy$ grows by $\pi$, each cosine in the sum changes sign, and $S(\mathbf r+\mathbf t)=-S(\mathbf r)$. The square

$$S^2=16\cos^2\frac{\pi(x+y)}p\,\cos^2\frac{\pi(x-y)}p$$

does not change. Its peaks sit at the corners and at the centre of each mask cell. They form a square lattice turned by $45^\circ$, with period $|\mathbf t|=p/\sqrt2$ and twice the density of spots.

You can follow this during the sweep. Where the cosine in $z$ equals $+1$, the intensity is $(a_0+4a_1)^2$ at the corners and $(a_0-4a_1)^2$ at the centres. Half a beat length later the two values have changed places. The full sweep gives both sites the same dose, $a_0^2+16a_1^2$.

**Q.** The hexagonal $S$ must also have negative regions. Why do they not become new spots of the same kind?

**A.** They do become spots, but weaker ones. Number the six vectors by angle in steps of $60^\circ$, from $\mathbf G_0$ to $\mathbf G_5$. The three alternate vectors close a triangle:

$$\mathbf G_0+\mathbf G_2+\mathbf G_4=0 .$$

Write $\alpha,\beta,\gamma$ for $\mathbf G_0\cdot\mathbf r$, $\mathbf G_2\cdot\mathbf r$, $\mathbf G_4\cdot\mathbf r$. The other three vectors are the negatives of these, so $S=2(\cos\alpha+\cos\beta+\cos\gamma)$ with $\alpha+\beta+\gamma=0$. Because the sum is zero, one can choose angles $\varphi_i$ such that $\alpha=\varphi_1-\varphi_2$, $\beta=\varphi_2-\varphi_3$, $\gamma=\varphi_3-\varphi_1$. Then

$$\left|e^{i\varphi_1}+e^{i\varphi_2}+e^{i\varphi_3}\right|^2=3+2(\cos\alpha+\cos\beta+\cos\gamma)=3+S .$$

The left side lies between 0 and 9, so $S$ lies between $-3$ and $6$. The square $S$, by contrast, runs from $-4$ to $4$.

The value $-3$ needs three unit phasors that cancel, which means phases $120^\circ$ apart. This happens at the centres of the lattice triangles, two per mask cell. Squaring turns the extremes into peaks of $S^2=36$ at the lattice points and $S^2=9$ at the triangle centres. If the two heights were equal, all these points together would form a triangular lattice of period $p/\sqrt3$. They are unequal, so that translation is not a symmetry.

**Q.** That excludes one candidate. Could some other, less obvious translation shorten the hexagonal period?

**A.** No. Write the dose as a sum over pairs of first orders:

$$D=a_0^2+a_1^2\sum_{i,j}e^{i(\mathbf G_i-\mathbf G_j)\cdot\mathbf r}.$$

A shift by $\mathbf t$ multiplies the harmonic $\mathbf G_i-\mathbf G_j$ by $e^{i(\mathbf G_i-\mathbf G_j)\cdot\mathbf t}$. All harmonics in the sum have positive weights, so none cancels, and the dose is unchanged if and only if every such factor equals 1. In other words, all first orders must acquire one common phase factor:

$$e^{i\mathbf G_j\cdot\mathbf t}=c\quad\text{for every }j .$$

Now see what each ring allows.

1. Both rings contain $\mathbf G$ and $-\mathbf G$. Hence $c=1/c$, so $c^2=1$ and $c=\pm1$.
2. The square ring has no further relation that restricts $c$. The value $c=-1$ needs $gt_x$ and $gt_y$ to be odd multiples of $\pi$, and $(p/2,p/2)$ is the simplest such shift. These shifts and the mask's own translations are all the symmetries, so the period is $p/\sqrt2$.
3. The hexagonal ring also contains the closed triangle. Multiplying its three phase factors gives $c^3=e^{i(\mathbf G_0+\mathbf G_2+\mathbf G_4)\cdot\mathbf t}=1$. Together with $c^2=1$ this leaves $c=c^3/c^2=1$.

With $c=1$, every $\mathbf G_j\cdot\mathbf t$ is a multiple of $2\pi$. Since the $\mathbf G_j$ generate the whole reciprocal lattice, $\mathbf t$ is a translation of the mask. There are no others.

**Q.** Can I see the same thing in the Fourier spectrum of the printed pattern?

**A.** Yes. In the hexagonal ring the difference of two first orders can be another first order. Since $\mathbf G_5=-\mathbf G_2$ and $\mathbf G_1=-\mathbf G_4$,

$$\mathbf G_0-\mathbf G_5=\mathbf G_0+\mathbf G_2=-\mathbf G_4=\mathbf G_1 .$$

The pair $\mathbf G_2-\mathbf G_3$ gives the same vector, because $\mathbf G_3=-\mathbf G_0$. The mask's fundamental harmonic therefore appears in the dose with weight $2a_1^2$, although the zero order no longer helps to form it.

In the square ring the differences are $(\pm1,\pm1)$, $(\pm2,0)$ and $(0,\pm2)$ in units of $g$. The fundamental $(1,0)$ is missing. The shortest surviving vector has length $\sqrt2\,g$, which is the reciprocal statement of the period $p/\sqrt2$.

**Q.** Is the triangle alone enough to keep the hexagonal period?

**A.** No. Suppose only the three alternate orders were present. Then $c^3=1$ would be the sole condition, and the values $c=e^{\pm2\pi i/3}$ would be allowed. They occur at the triangle centres, which would then carry spots equal to those at the lattice points, and the period would fall to $p/\sqrt3$. For $p=500$ nm this is 288.7 nm. The hexagonal period is protected by the triangle and the $\pm$ pairs acting together.

**Q.** Put numbers on a realistic exposure.

**A.** Take $\lambda=365$ nm, $p=500$ nm for both masks, holes of diameter $d=250$ nm and a starting gap of 20 µm. The one-ring windows are 365.0 to 516.2 nm (square) and 421.5 to 730.0 nm (hexagonal), so 500 nm lies in both.

For a mask cell of area $A$, the amplitudes are the Fourier coefficients of one hole:

$$a_0=\frac{\pi d^2}{4A},\qquad a_1=\frac{2\pi}{A}\int_0^{d/2}J_0(G\rho)\,\rho\,d\rho=a_0\,\frac{2J_1(Gd/2)}{Gd/2}.$$

For the square mask, $A=p^2$:

- $\sin\theta=\lambda/p=0.73$, so $\theta=46.89^\circ$ and $z_T=365/(1-\cos46.89^\circ)=1153$ nm.
- $a_0=0.1963$ and $a_1=0.1417$.
- Background $a_0^2=0.0386$; peak $0.0386+16(0.1417)^2\approx0.360$.
- Contrast $(D_{\max}-D_{\min})/(D_{\max}+D_{\min})=(0.3598-0.0386)/(0.3598+0.0386)\approx0.81$.
- Printed period $500/\sqrt2=353.6$ nm.

For the hexagonal mask, $A=\sqrt3\,p^2/2$:

- $\sin\theta=2\lambda/(\sqrt3\,p)=0.843$, so $\theta=57.45^\circ$ and $z_T=790$ nm.
- $a_0=0.2267$ and $a_1=0.1454$.
- Background 0.0514; main peak $0.0514+36(0.1454)^2\approx0.81$; contrast 0.88.
- Secondary peak $0.0514+9(0.1454)^2=0.242$, which is 0.297 of the main peak.
- Printed period 500 nm.

These periods were also tested without the ring formula. The drawn hole masks were propagated with all the Fourier orders of the computing grid, the intensity was averaged over $z_T$, and the shifts that leave the image unchanged were found from its autocorrelation. There are two per mask cell for the square mask and one for the hexagonal mask, as the numerical output shows.

**Q.** Will I see the secondary hexagonal spots in the resist?

**A.** That depends on the dose. Consider a positive resist that clears wherever the local dose exceeds a sharp threshold. In this model only the main spots open if the threshold lies between 0.297 and 1 times the main-peak dose. If you overexpose until it falls just below 0.297, the triangle centres open as well. The pattern then has three openings per cell, but they differ in size, so its period is still $p$.

The three openings stay separate only down to a second threshold. Midway between neighbouring lattice points, two of the cosines in $S$ equal $-1$ and the third equals $+1$, so $S=-2$. This point is also the weakest on the line joining two neighbouring triangle centres. Its dose is $0.0514+4(0.1454)^2=0.136$, or 0.167 of the main peak. If the threshold falls below that, but not down to the background, the secondary openings merge into a connected network around the main spots. The period is still $p$.

**Q.** What if my sweep is not one beat length?

**A.** Unless the travel is a whole number of beat lengths, part of the cross term generally survives. Over a travel $L$ the cosine averages to its value at mid-travel times $\sin(\pi L/z_T)/(\pi L/z_T)$. Call the magnitude of this factor $s$. At worst, the two kinds of square spot receive $a_0^2+16a_1^2\pm8a_0a_1s$. Relative to their mean, they differ by

$$\frac{16\,a_0a_1\,s}{a_0^2+16a_1^2}.$$

A travel 5% too long gives $s=0.0474$, and the difference is $16(0.1963)(0.1417)(0.0474)/0.360\approx5.9\%$. A travel 5% too short gives $s=0.0524$ and about 6.5%. Strictly, the period is then 500 nm again, with alternate spots slightly unequal. The two masks have different beat lengths, so a one-beat travel set for one does not suit the other: one square beat leaves $s=0.22$ on the hexagonal mask, and one hexagonal beat leaves $s=0.39$ on the square mask. A longer travel can nearly serve both, since two square beats (2306 nm) are close to three hexagonal ones (2370 nm), and either leaves $s\approx0.03$ on the other mask.

**Q.** My mask may have a larger period, with more orders. Does the $\sqrt2$ disappear?

**A.** Not for a square mask, provided the average is long enough to remove interference between rings of different $q$. Label the orders by integers $(m,n)$. Orders with the same $q$ have the same $m^2+n^2$. An integer and its square are both even or both odd, so $m+n$ has the parity of $m^2+n^2$ and is the same, modulo 2, throughout a ring. Two orders of one ring therefore differ by $(\Delta m,\Delta n)$ with $\Delta m+\Delta n$ even, and the shift $(p/2,p/2)$ multiplies their interference term by $(-1)^{\Delta m+\Delta n}=1$.

There are now several beat lengths, so I used a long, smooth sweep: $p=1200$ nm, 600 nm holes, 100 µm of travel, and an exposure rate that rises and falls as $\sin^2$ along it. The half-diagonal shift changes the image at the starting gap by up to 0.69 of its peak, and the averaged image by only $1.5\times10^{-4}$ of its peak.

**Q.** At diffraction angles near $50^\circ$ a scalar field looks doubtful.

**A.** For the contrast, it is. For the square period it does not matter: under the half-diagonal shift every Cartesian component of the first-order field changes sign, so their summed squares stay the same.

To size the effect I took unpolarized light, let the thin mask preserve the tangential electric field, and refracted each order into a resist of index 1.7. The contrast falls from 0.81 to 0.77 for the square mask and from 0.88 to 0.75 for the hexagonal one. These changes combine three things: the fields of the orders are not parallel, the orders are transmitted unequally, and keeping the tangential field at the mask gives the p-polarized part of each oblique order an extra axial component, which makes it stronger. I have not separated the three. In this model the secondary-peak ratio hardly moves, from 0.297 to 0.296, while the dose midway between lattice points rises from 0.167 to 0.20 of the main peak. These vector numbers depend on the rule chosen for the thin mask. Keeping instead the field magnitude of each order gives a contrast of 0.74 for both masks and a ratio of 0.34; keeping the tangential magnetic field gives 0.76 (square), 0.83 (hexagonal) and a ratio of 0.30. They indicate the size of the effect and are not predictions for a real mask.

**Q.** How close is this to a real tool, and what should I watch?

**A.** The wavelength, period, gap and resist index used here are round values chosen for illustration, not the data of a particular tool. The 500 nm period is not far above the smallest that lets first orders propagate at this wavelength (365 nm for the square mask, 421.5 nm for the hexagonal one), hence the steep angles. The assumption most plainly broken is the thin mask: the holes are smaller than the wavelength, and a real absorber or phase layer changes $a_0$ and $a_1$. For identical symmetric holes the periods generally survive, but the contrast changes. If the mask gives the s- and p-polarized parts of the first orders very different phases, the brightest spots may not even lie at the lattice points. I have not computed the size of these effects for a real mask, nor that of wafer reflections, resist absorption or chemical blur.

Illumination angle is a separate matter. A small tilt $\delta$ adds $k\boldsymbol\delta$ to every transverse wavevector, and to first order

$$\sqrt{k^2-|\mathbf G+k\boldsymbol\delta|^2}\approx q-\frac{k\,\boldsymbol\delta\cdot\mathbf G}{q}.$$

The phase of order $\mathbf G$ becomes $\mathbf G\cdot(\mathbf r-k\boldsymbol\delta z/q)$, apart from terms common to the ring. The image therefore moves by $z\delta/\cos\theta$. At 20 µm, a tilt of 0.1 mrad moves it by 2.9 nm for the square mask and 3.7 nm for the hexagonal one. A spread of angles blurs the spots on this scale, in proportion to the gap.

The next ring is harmless here. Its amplitude decays by a factor $e$ every 226.5 nm (square) or 54.6 nm (hexagonal), far less than the gap. At the upper edge of a one-ring window this decay length diverges, and the neglect of that ring fails once the length becomes comparable with the gap. At 20 µm that happens only very near the edge: for the square mask the length is 2.2 µm at $p=516.0$ nm and 10 µm at $p=516.18$ nm, against an edge at 516.19 nm.

## Calculated quantities

```
wavelength = 365 nm; mask period = 500 nm
hole diameter = 250 nm; starting gap = 20 um
[square]
one-ring window = 365.0 to 516.2 nm
number of first orders = 4
first-order angle in air = 46.89 deg
beat length zT = 1153.0 nm
a0 = 0.1963; a1 = 0.1417 (relative amplitude)
S minimum, maximum = -4.000, 4.000
single-plane period = 500.00 nm
averaged-image period = 353.55 nm
translations per mask cell = 2
fundamental harmonic / a1^2 = 0.000
background dose a0^2 = 0.0386
main-peak dose = 0.3598
scalar contrast = 0.806
vector contrast in resist = 0.765
image shift for 0.1 mrad tilt = 2.93 nm
next-ring amplitude 1/e length = 226.5 nm
[hexagonal]
one-ring window = 421.5 to 730.0 nm
number of first orders = 6
first-order angle in air = 57.45 deg
beat length zT = 790.1 nm
a0 = 0.2267; a1 = 0.1454 (relative amplitude)
S minimum, maximum = -3.000, 6.000
single-plane period = 500.00 nm
averaged-image period = 500.00 nm
translations per mask cell = 1
fundamental harmonic / a1^2 = 2.000
background dose a0^2 = 0.0514
main-peak dose = 0.8128
scalar contrast = 0.881
vector contrast in resist = 0.751
image shift for 0.1 mrad tilt = 3.72 nm
next-ring amplitude 1/e length = 54.6 nm
[hexagonal secondary maximum]
S^2 there = 9.000
dose there = 0.2417
scalar ratio to main peak = 0.297
vector ratio to main peak = 0.296
period from three alternate orders = 288.68 nm
[square: other checks]
travel error = 5 %
cross-term factor left = 0.0474
worst neighbour-spot difference = 5.87 %
many-ring mask period = 1200 nm; travel = 100 um
half-diagonal change, one plane = 0.694 of peak
half-diagonal change, averaged = 1.5e-04 of peak
resist index used = 1.7
```
